# Why Classical, Born and Exact Coulomb Scattering Agree Only in Three Dimensions

**Q.** In three dimensions I use the Rutherford formula without asking whether the collision is classical or quantum. My electrons now move in a plane and scatter off a fixed charge. What does a classical orbit give?

**A.** Take $V=\alpha/r$ in $d\ge2$ dimensions. For $d=2$ this is the ordinary Coulomb force between charges confined to a plane; the logarithmic potential of a planar Gauss law is a different problem. The particles are spinless, distinguishable and nonrelativistic. In Hartree units with mass 1, $E=k^2/2$, $\eta=\alpha/k$ (that is, $\alpha/\hbar v$), $c=(d-1)/2$ and $s=\sin(\theta/2)$, with $\theta\neq0$.

With $u=1/r$ and angular momentum $kb$, energy conservation reads $u'^2+u^2=b^{-2}(1-2\eta u/k)$, the prime being $d/d\phi$. Differentiating gives $u''+u=-\eta/kb^2$. The solution with $u=0$, $u'=1/b$ at $\phi=0$ is
$$u=\frac{\sin\phi}{b}-\frac{\eta}{kb^2}(1-\cos\phi).$$
Half-angle formulas put the next zero at $\tan(\phi/2)=kb/\eta$. There $\phi=\pi-\theta$ for repulsion and $\pi+\theta$ for attraction, so $b=(|\eta|/k)\cot(\theta/2)$ in both cases. Particles entering through $b^{d-2}db$ leave through $\sin^{d-2}\theta\,d\theta$, and both $b/\sin\theta$ and $|db/d\theta|$ equal $|\eta|/2ks^2$. Hence
$$\sigma_{\rm cl}=\Big(\frac{b}{\sin\theta}\Big)^{d-2}\Big|\frac{db}{d\theta}\Big|=\frac{|\eta|^{2c}}{(2ks^2)^{2c}}.$$

**Q.** And the first Born approximation?

**A.** The equation is $(\nabla^2+k^2)\psi=(2\eta k/r)\psi$. The outgoing Green function, with $(\nabla^2+k^2)G=-\delta$, is $i\int_0^\infty e^{it(\nabla^2+k^2)}dt$, and the free propagator gives
$$G=i\int_0^\infty dt\,(4\pi it)^{-d/2}e^{i(r^2/4t+k^2t)}.$$
For $kr\gg1$ the phase is stationary at $t_0=r/2k$, where its second derivative is $r^2/2t_0^3=4k^3/r$. So $|G|\to(2\pi r/k)^{-d/2}(2\pi r/4k^3)^{1/2}=(1/2k)(k/2\pi r)^c$. The Born amplitude multiplying $r^{-c}$ is this prefactor times the Fourier transform of $2\eta k/r$ at $q=2ks$. Write $1/r=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-tr^2}dt$, transform each Gaussian to $(\pi/t)^{d/2}e^{-q^2/4t}$, and substitute $v=q^2/4t$:
$$\widetilde{r^{-1}}(q)=\pi^{c}\int_0^\infty t^{-c-1}e^{-q^2/4t}dt=\frac{(4\pi)^c\,\Gamma(c)}{q^{2c}}.$$
Then $|f_B|=(1/2k)(k/2\pi)^c\,2|\eta|k\,(4\pi)^c\Gamma(c)/(4k^2s^2)^c=|\eta|\Gamma(c)/(2ks^2)^c$, and
$$\sigma_B=\frac{\Gamma(c)^2\eta^2}{(2ks^2)^{2c}}.$$

**Q.** The angular shapes match. Why do the strengths match in three dimensions?

**A.** Classically the problem contains one length, $a=|\alpha|/2E=|\eta|/k$, free of $\hbar$, and a cross section has dimension length$^{d-1}$, so $\sigma_{\rm cl}\propto a^{d-1}$. The Born cross section is quadratic in $\alpha$, so it is $a^2$ times $k^{3-d}$, a power of the wavelength. The ratio $\sigma_B/\sigma_{\rm cl}=\Gamma(c)^2|\eta|^{3-d}$ is independent of $\eta$ only for $d=3$, and there $\Gamma(1)=1$. For $d=2$, $\Gamma(\tfrac12)^2=\pi$ and the ratio is $\pi|\eta|$.

**Q.** Then which of the two do I measure in the plane?

**A.** The exact solution decides. Put $\psi=e^{ikz}g(\xi)$ with $z=r\cos\theta$ and $\xi=r-z=2rs^2$. From $\nabla\xi=\hat r-\hat z$ follow $|\nabla\xi|^2=2-2z/r=2\xi/r$, $\partial_z\xi=z/r-1=-\xi/r$ and $\nabla^2\xi=\nabla^2r=(d-1)/r$. The equation $\nabla^2g+2ik\,\partial_zg-(2\eta k/r)g=0$, multiplied by $r/2$, becomes
$$\xi g''+(c-ik\xi)g'-\eta kg=0.$$
With $x=ik\xi$, division by $ik$ gives $xg_{xx}+(c-x)g_x-a_0g=0$, $a_0=-i\eta$. The solution regular on the forward axis has the recurrence $(n+1)(n+c)g_{n+1}=(n+a_0)g_n$, which defines Kummer's function $M(a_0,c,x)$. Expanding $e^{xt}$ below and doing each beta integral reproduces the same coefficients, so
$$M=\frac{\Gamma(c)}{\Gamma(a_0)\Gamma(c-a_0)}\int_0^1e^{xt}t^{a_0-1}(1-t)^{c-a_0-1}dt.$$
This needs $\operatorname{Re}a_0>0$; give $a_0$ a small positive real part and remove it at the end, since the results are analytic in $a_0$. For $x=i\rho$, $\rho=k\xi$, the exponential decays in the upper half plane, so $\int_0^1=\int_0^{i\infty}-\int_1^{1+i\infty}$. On the first ray $t=i\tau/\rho$, and at large $\rho$ the factor $(1-t)^{c-a_0-1}\to1$ leaves $(i/\rho)^{a_0}\Gamma(a_0)$. On the second, $1-t=-i\tau/\rho$ and $-dt=-i\,d\tau/\rho$, leaving $e^{i\rho}(-i/\rho)^{c-a_0}\Gamma(c-a_0)$. With $i^{-i\eta}=e^{\pi\eta/2}$ and $(-i)^{c+i\eta}=e^{-i\pi c/2}e^{\pi\eta/2}$,
$$g\to A\rho^{i\eta}+Be^{i\rho}\rho^{-i\eta-c},\qquad A=\frac{\Gamma(c)e^{\pi\eta/2}}{\Gamma(c+i\eta)},\qquad \frac BA=e^{-i\pi c/2}\frac{\Gamma(c+i\eta)}{\Gamma(-i\eta)}.$$
The dropped factors give relative corrections of order $(c^2+\eta^2)/\rho$, so the detector must sit at $2krs^2\gg c^2+\eta^2$, which excludes the forward direction. Because $e^{ikz}e^{ik\xi}=e^{ikr}$, the $B$ term is the outgoing wave $r^{-c}e^{ikr-i\eta\ln2kr}f$ with
$$f=\frac BA\,(2ks^2)^{-c}e^{-i\eta\ln s^2},\qquad \sigma_{\rm ex}=\Big|\frac{\Gamma(c+i\eta)}{\Gamma(i\eta)}\Big|^2\frac{1}{(2ks^2)^{2c}}.$$
The logarithmic phases have gradients of order $1/r$ and leave the fluxes unchanged at leading order. Corrections to the $A$ term keep the factor $e^{ikz}$ and belong to the incident wave.

The moduli follow from $\Gamma(w)\Gamma(1-w)=\pi/\sin\pi w$ and $\Gamma(\bar w)=\overline{\Gamma(w)}$. First, $|\Gamma(\tfrac12+i\eta)|^2=\pi/\sin(\tfrac\pi2+i\pi\eta)=\pi/\cosh\pi\eta$. Second, $\Gamma(-i\eta)=\Gamma(1-i\eta)/(-i\eta)$ gives $|\Gamma(i\eta)|^2=\pi/[(-i\eta)\sin(i\pi\eta)]=\pi/(\eta\sinh\pi\eta)$. For $d=2$ the quotient is
$$\frac{d\sigma}{d\theta}=\frac{\eta\tanh\pi\eta}{2k\sin^2(\theta/2)},$$
the same for attraction and repulsion. It equals $\sigma_{\rm cl}\tanh y=\sigma_B\tanh y/y$ with $y=\pi|\eta|$. Since $\tanh y<1$, and $\tanh y<y$ because its slope is below 1 for $y>0$, you measure less than either. For small $y$, $\sigma_{\rm ex}/\sigma_B\approx1-y^2/3$; for large $y$, $\sigma_{\rm ex}/\sigma_{\rm cl}\approx1-2e^{-2y}$.

**Q.** What does the same formula say for $d=3$ and above?

**A.** For $c=1$, $B/A=-i(-i\eta)\Gamma(1+i\eta)/\Gamma(1-i\eta)=-\eta\,\Gamma(1+i\eta)/\Gamma(1-i\eta)$. The two gamma functions are complex conjugates, so $|B/A|^2=\eta^2$ and everything beyond first order in $\eta$ is a phase. The three cross sections coincide, while the exact amplitude differs from the Born amplitude by that phase and by $e^{-i\eta\ln s^2}$. For identical particles $f(\theta)$ and $f(\pi-\theta)$ interfere, and this angle-dependent phase becomes observable.

For other $d$, $\Gamma(w+1)=w\Gamma(w)$ shows that $c\to c+1$ multiplies $|B/A|^2$ by $c^2+\eta^2$, giving $(\tfrac14+\eta^2)\eta\tanh\pi\eta$ for $d=4$ and $\eta^2+\eta^4$ for $d=5$. As $\eta\to0$, $|\Gamma(i\eta)|^{-2}\to\eta^2$, so $\sigma_{\rm ex}\to\sigma_B$ in every $d$. Agreement of exact and classical results for all $\eta$ would therefore force $\sigma_B=\sigma_{\rm cl}$ at small $\eta$, which holds only at $d=3$. The ratio $\sigma_{\rm ex}/\sigma_{\rm cl}$ gains a factor $1+c^2/\eta^2$ per step, so it tends to 1 at large $|\eta|$. At $\eta=-1/3$ it is $1+9=10$ for $d=5$ and $(1+9/4)\times0.78071=2.537$ for $d=4$.

**Q.** Is there a physical way to see where a hyperbolic tangent comes from?

**A.** It comes from quantized angular momentum. For the wave $e^{im\theta}u/\sqrt r$ in the plane,
$$u''+\Big[k^2-\frac{2\eta k}{r}-\frac{m^2-\frac14}{r^2}\Big]u=0,$$
the three-dimensional equation with $l=|m|-\tfrac12$. For $m\ge0$ put $u=r^{m+1/2}e^{-ikr}w$. The $k^2$ and $r^{-2}$ terms cancel, leaving $rw''+(2m+1-2ikr)w'-[ik(2m+1)+2\eta k]w=0$, so $w=M(m+\tfrac12-i\eta,\,2m+1,\,2ikr)$. The two-ray result gives an outgoing-to-incoming coefficient $e^{-i\pi(m+1/2)}\Gamma(m+\tfrac12+i\eta)/\Gamma(m+\tfrac12-i\eta)$. The first factor is the free value, so the second is $S_m$, up to the $m$-independent phase $(2kr)^{-2i\eta}$, and
$$\frac{S_{m+1}}{S_m}=\frac{m+\frac12+i\eta}{m+\frac12-i\eta},\qquad |S_{m+1}-S_m|^2=\frac{4\eta^2}{\eta^2+(m+\frac12)^2}.$$
Screen the potential at a large radius $R$, which fixes the logarithmic phase at a value common to all $m\ll kR$. In $e^{ikr\cos\theta}=\sum_m i^mJ_me^{im\theta}$ write $J_m=\tfrac12(H^{(1)}_m+H^{(2)}_m)$, multiply $H^{(1)}_m\to(2/\pi kr)^{1/2}e^{i(kr-m\pi/2-\pi/4)}$ by $S_m$ and subtract the plane wave:
$$f=\frac{e^{-i\pi/4}}{\sqrt{2\pi k}}\sum_m(S_m-1)e^{im\theta}.$$
The transport cross section weights $|f|^2$ with $1-\cos\theta=\tfrac12|1-e^{i\theta}|^2$. Multiplying the series by $1-e^{i\theta}$ turns its coefficients into $S_m-S_{m-1}$, so Parseval's theorem and $S_{-m}=S_m$ give, as $R\to\infty$,
$$\sigma_{\rm tr}=\frac1{2k}\sum_{m=-\infty}^{\infty}|S_{m+1}-S_m|^2=\frac2k\sum_{m=-\infty}^\infty F(m+\tfrac12),\qquad F(\lambda)=\frac{\eta^2}{\eta^2+\lambda^2}.$$
The pole at $\lambda=i|\eta|$ gives the transform $\hat F(t)=\pi|\eta|e^{-|\eta t|}$. Poisson summation on half-integers, $\sum_mF(m+\tfrac12)=\sum_n(-1)^n\hat F(2\pi n)$, and a geometric series in $p=e^{-2y}$ give
$$\sigma_{\rm tr}=\frac{2\pi|\eta|}{k}\Big[1-\frac{2p}{1+p}\Big]=\frac{2\pi|\eta|}{k}\tanh\pi|\eta|.$$
This equals $\int_{-\pi}^{\pi}2s^2\,(d\sigma/d\theta)\,d\theta$ from the parabolic solution. The $n=0$ term treats angular momentum as continuous and is the classical value $2\pi|\eta|/k$. The terms $n\ne0$ record the discreteness; they go as $e^{-2\pi|n\alpha|/\hbar v}$, whose Taylor coefficients in $\hbar$ at $\hbar=0$ all vanish, so in the plane no power correction to the classical result exists at fixed $v$. When $|\eta|\ll\tfrac12$, the Lorentzian is narrower than the distance to the first sampling point, $F\approx\eta^2/\lambda^2$, and $\sum_{m\ge0}(m+\tfrac12)^{-2}=\pi^2/2$ gives the Born value $2\pi^2\eta^2/k$.

**Q.** Can you put numbers on it?

**A.** Take round model values: an electron, a fixed unit positive charge ($\alpha=-1$) and $\theta=90^\circ$, so $2ks^2=k$. At $k=3$ bohr$^{-1}$, $E=4.5$ hartree, $\eta=-1/3$, $y=1.0472$ and $\tanh y=0.78071$. The classical value is $0.33333/3=0.11111$ bohr/rad, Born is $0.11111\times1.0472=0.11636$, and the exact value is $0.11111\times0.78071=0.08675$ bohr/rad, or $0.0459$ Å/rad. The transport values are $0.698$, $0.731$ and $0.545$ bohr in the same order. In three dimensions all three give $0.11111^2=0.012346$ bohr$^2$/sr.

At $k=1$, $\eta=-1$, the exact $0.9963$ bohr/rad is $0.996$ of the classical value but $0.317$ of Born. At $k=10$, $\eta=-0.1$, the exact $0.003042$ bohr/rad is $0.968$ of Born but $0.304$ of the classical value. Each limiting form works on its own side ($0.99627$ against $0.99627$ at $k=1$, $0.96710$ against $0.96835$ at $k=10$) and turns negative on the other ($-2.29$ and $-0.067$). Born and classical cross at $|\eta|=1/\pi=0.318$, $k=3.14$ bohr$^{-1}$, $E=4.93$ hartree $=134$ eV, where the exact result is $\tanh1=0.762$ of both. Their agreement at that energy does not make either correct.

**Q.** My charge is screened. Does the tangent survive?

**A.** It survived in the one screening law examined, for a charge lying in the plane, weak screening ($kR\ge30$) and $|\eta|\le0.6$. The numerical check below integrates the radial equation for $\alpha e^{-r^2/R^2}/r$, using no Coulomb function. At $k=3$ bohr$^{-1}$ and $R=20$ bohr it gives $0.086805$ bohr/rad at $90^\circ$ against the unscreened $0.086746$, a transport value of $0.5467$ bohr against $0.5450$, and in three dimensions $0.012361$ against $0.012346$ bohr$^2$/sr. Over the tested couplings ($|\eta|\le0.6$), angles of $90^\circ$ and above and both dimensions, the largest deviation (reached in three dimensions at $\eta=0.6$, $90^\circ$) relative to the unscreened differential formula falls from $8.5\times10^{-3}$ at $kR=30$ to $2.6\times10^{-3}$ at $kR=60$. The deviation grows with $|\eta|$ at fixed $kR$. At small angles with $qR\lesssim1$ the screening enters already in the Born transform, and the $1/\sin^2(\theta/2)$ law fails; when $kR\lesssim1$ this covers every angle. Real planar conductors are often in that case. Thomas–Fermi screening in a semiconductor two-dimensional gas multiplies the Born cross section by $[q/(q+q_{TF})]^2$ with $q_{TF}=2/a_B^*$ ($a_B^*$ the effective Bohr radius), comparable to $k_F$ at typical densities, and a charge at distance $z_0$ from the plane multiplies it by $e^{-2qz_0}$. The tangent law should therefore be applied only when $kR\gg1$ and $kz_0\ll1$.

## Table of computed values

```
alpha = -1 hartree bohr, mass = 1, theta = 90 deg
k = 1 1/bohr: E = 0.50 hartree, eta = -1.00000
  pi|eta| = 3.14159, tanh = 0.99627, b = 1.00000 bohr
  2D classical 1.000000, Born 3.141593 bohr/rad
  2D exact 0.996272 bohr/rad = 0.527204 Angstrom/rad
  2D exact/classical 0.99627, exact/Born 0.31712
  1-2exp(-2pi|eta|) = 0.99627, 1-(pi eta)^2/3 = -2.28987
  2D transport: cl 6.28319, Born 19.73921, exact 6.25976 bohr
  3D cl 1.0000e+00, Born 1.0000e+00, exact 1.0000e+00 bohr^2/sr
k = 3 1/bohr: E = 4.50 hartree, eta = -0.33333
  pi|eta| = 1.04720, tanh = 0.78071, b = 0.11111 bohr
  2D classical 0.111111, Born 0.116355 bohr/rad
  2D exact 0.086746 bohr/rad = 0.045904 Angstrom/rad
  2D exact/classical 0.78071, exact/Born 0.74553
  1-2exp(-2pi|eta|) = 0.75371, 1-(pi eta)^2/3 = 0.63446
  2D transport: cl 0.69813, Born 0.73108, exact 0.54504 bohr
  3D cl 1.2346e-02, Born 1.2346e-02, exact 1.2346e-02 bohr^2/sr
k = 10 1/bohr: E = 50.00 hartree, eta = -0.10000
  pi|eta| = 0.31416, tanh = 0.30422, b = 0.01000 bohr
  2D classical 0.010000, Born 0.003142 bohr/rad
  2D exact 0.003042 bohr/rad = 0.001610 Angstrom/rad
  2D exact/classical 0.30422, exact/Born 0.96835
  1-2exp(-2pi|eta|) = -0.06698, 1-(pi eta)^2/3 = 0.96710
  2D transport: cl 0.06283, Born 0.01974, exact 0.01911 bohr
  3D cl 1.0000e-04, Born 1.0000e-04, exact 1.0000e-04 bohr^2/sr
crossover: |eta| = 0.31831, k = 3.14159 1/bohr, E = 4.9348 hartree = 134.28 eV
crossover: exact/(Born = classical) = 0.76159
trajectory k = 3, b = 1/9 bohr: theta = 90.0000 deg, |db/dtheta| = 0.111111 bohr/rad
Numerov k = 3, R = 20 bohr: 2D at 90 deg 0.086805 bohr/rad
Numerov k = 3, R = 20 bohr: 2D transport 0.54670 bohr
Numerov k = 3, R = 20 bohr: 3D at 90 deg 1.2361e-02 bohr^2/sr
largest relative screening error: kR = 30: 8.53e-03, kR = 60: 2.57e-03
eta = -1/3, ratios from series-extracted coefficients (dimensionless):
  d = 2: exact/classical 0.78071, exact/Born 0.74553, kappa 0.0000
  d = 3: exact/classical 1.00000, exact/Born 1.00000, kappa 0.0000
  d = 4: exact/classical 2.53732, exact/Born 1.07687, kappa 0.2500
  d = 5: exact/classical 10.00000, exact/Born 1.11111, kappa 1.0000
  d = 6: exact/classical 53.91809, exact/Born 1.13005, kappa 2.5000
```
